# Does freeze-and-thaw define unique subsystem densities?

**Question**

In subsystem density functional theory I split a molecule into A and B, freeze the density of B, optimize A in its embedding potential, then exchange the roles and repeat. With an approximate nonadditive kinetic functional, several different starting densities have led me to the same pair $\rho_A,\rho_B$. I have therefore been treating these as the densities that the subsystems have inside the molecule, known only approximately because the kinetic functional is approximate.

Is that right? If I had the exact nonadditive kinetic functional, would freeze-and-thaw converge to the true subsystem densities?

**Answer**

It would converge to the true total density, provided the starting density allows it, but the split into A and B would be inherited from the start. Wherever more than one split is admissible, there is no single true pair for the approximate calculation to approach. In a complete basis, the selection you see comes from the way your approximate energy depends on the partition, and even that need not select just one pair. If each subsystem is expanded in its own limited set of functions, the basis restricts the split as well.

**Why the exact energy cannot see the partition**

I use atomic units, closed shells, fixed electron numbers $N_A$ and $N_B$, and a complete basis. Write $\rho=\rho_A+\rho_B$. The subsystem energy is

$$
E[\rho_A,\rho_B]=T_s[\rho_A]+T_s[\rho_B]+T_s^{\rm nad}[\rho_A,\rho_B]+\int v\rho+J[\rho]+E_{xc}[\rho],
$$

where $v$ is the external potential of the whole system, $J$ the Hartree energy, and

$$
T_s^{\rm nad}[\rho_A,\rho_B]=T_s[\rho]-T_s[\rho_A]-T_s[\rho_B].
$$

Inserting the second line into the first cancels both subsystem kinetic energies:

$$
E[\rho_A,\rho_B]=T_s[\rho]+\int v\rho+J[\rho]+E_{xc}[\rho]=E[\rho].
$$

Let $\rho_0$ be the ground density, assumed nondegenerate, with energy $E_0$. Freeze some $\rho_B$. Since $E[\rho]\ge E_0$, with equality at $\rho_0$, the best active density is

$$
\rho_A=\rho_0-\rho_B ,
$$

if this is admissible: nonnegative, with $N_A$ electrons, and the ground density of noninteracting electrons in some potential. Now thaw B with this $\rho_A$ frozen. The same argument gives $\rho_0-\rho_A=\rho_B$, the density we started from. The procedure has converged after one cycle.

So each half-step has a unique answer, while the complete procedure has many fixed points. If B is changed by $\delta\rho_B$ and both parts stay admissible, A answers with $-\delta\rho_B$, and B then keeps its change. Nothing pulls the partition back.

**The same result from the orbital equations**

One might expect the embedding potential to single out a partition. Let $v_s[\rho]$ be the potential in which noninteracting electrons have ground density $\rho$. That density makes $T_s[\rho]+\int v_s\rho$ stationary at fixed electron number, so

$$
\frac{\delta T_s}{\delta\rho}=\mu-v_s[\rho].
$$

Differentiating $T_s^{\rm nad}$ with respect to $\rho_A$, with $\rho_B$ fixed, gives

$$
\frac{\delta T_s^{\rm nad}}{\delta\rho_A}
=\frac{\delta T_s}{\delta\rho}\bigg|_{\rho}-\frac{\delta T_s}{\delta\rho}\bigg|_{\rho_A}
=v_s[\rho_A]-v_s[\rho]+\text{const}.
$$

The electrons of A move in $v+v_H+v_{xc}$ plus this term. At $\rho=\rho_0$ the Kohn–Sham equations say that $v+v_H+v_{xc}=v_s[\rho_0]+\text{const}$. Hence

$$
v_A^{\rm eff}=v_s[\rho_0]+v_s[\rho_A]-v_s[\rho_0]+\text{const}=v_s[\rho_A]+\text{const}.
$$

This potential has $\rho_A$ as its ground density whichever admissible $\rho_A$ we chose. The exact embedding potential supports the partition it is given.

**How many partitions are there?**

Take two electrons per subsystem in one dimension, so that $\rho_A=2\phi_A^2$. Solving $-\tfrac12\phi_A''+v_s\phi_A=\varepsilon\phi_A$ for the potential gives

$$
v_s[\rho_A]=\varepsilon+\frac{\phi_A''}{2\phi_A}.
$$

A smooth $\phi_A$ without nodes is the ground state of this potential. We may therefore choose

$$
\rho_A=f\rho_0,\qquad \rho_B=(1-f)\rho_0,\qquad 0<f(x)<1,
$$

with any smooth $f$ satisfying $\int f\rho_0=2$ for which both parts have finite kinetic energy. If $g$ is smooth, with $g$ and its slope bounded and $\int g\rho_0=0$, then $f+\epsilon g$ is also allowed for small enough $\epsilon$, provided $f$ stays away from 0 and 1. The partitions form a continuous family with infinitely many independent directions. With several orbitals per subsystem this explicit formula for the potential no longer applies, and the representability of each part has to be established separately.

**What an approximation changes**

Replace $T_s^{\rm nad}$ by $\tilde T[\rho]-\tilde T[\rho_A]-\tilde T[\rho_B]$, keeping $T_s[\rho_A]$ and $T_s[\rho_B]$ from the orbitals. Subtracting the exact energy gives

$$
\tilde E-E=\big(\tilde T-T_s\big)[\rho]-\sum_{I=A,B}\big(\tilde T-T_s\big)[\rho_I].
$$

At a fixed total density the first term is constant. Any preference for one partition comes from the last sum, that is, from the errors of $\tilde T$ for the subsystems.

An approximation does not have to create such a preference. Consider the von Weizsäcker functional $T_{\rm vW}[\rho]=\int|\nabla\rho|^2/(8\rho)$ with one doubly occupied orbital per subsystem. From $\rho_I=2\phi_I^2$ we have $\nabla\rho_I=4\phi_I\nabla\phi_I$, and so

$$
\frac{|\nabla\rho_I|^2}{8\rho_I}=\frac{16\,\phi_I^2|\nabla\phi_I|^2}{16\,\phi_I^2}=|\nabla\phi_I|^2=2\cdot\tfrac12|\nabla\phi_I|^2 .
$$

This is the exact kinetic energy density of two electrons in $\phi_I$. The sum over subsystems vanishes and the partition stays free, although the functional is wrong for the four-electron total.

The Thomas–Fermi functional does distinguish partitions. In one dimension, with two spins, $\rho=2k_F/\pi$, and the kinetic energy density is

$$
2\int_{-k_F}^{k_F}\frac{dk}{2\pi}\,\frac{k^2}{2}=\frac{k_F^3}{3\pi}=\frac{\pi^2}{24}\rho^3 .
$$

Since $(\rho_A+\rho_B)^3-\rho_A^3-\rho_B^3=3\rho_A\rho_B\rho$,

$$
\tilde T^{\rm nad}=\frac{\pi^2}{8}\int\rho_A\rho_B(\rho_A+\rho_B)\,dx ,
$$

which penalizes overlap. With $\rho_B$ frozen, the integrand has second derivative $\pi^2\rho_B/4\ge0$ in $\rho_A$, so it is convex. As a function of both densities it is not: the matrix of second derivatives of $\rho_A\rho_B(\rho_A+\rho_B)$ has determinant $4\rho_A\rho_B-4(\rho_A+\rho_B)^2<0$. Well-behaved half-steps therefore do not guarantee a unique end point.

There is also a symmetry. If $N_A=N_B$ and both subsystems feel the same total $v$, exchanging the labels leaves the energy unchanged. Any solution with $\rho_A\ne\rho_B$ has a partner with the labels exchanged.

**A model with numbers**

Put four electrons, two in A and two in B, in a hard-wall box of length 5 Å. A central barrier $30\,\text{eV}\times e^{-(x/0.5\,\text{Å})^2}$ separates two wells. The electrons repel through a soft-Coulomb Hartree term with softening length 0.5 Å, and exchange-correlation is set to zero. The model lives on a 40-point finite-difference lattice. "Exact" here means the exact $T_s$ of this lattice model, obtained by finding the potential that reproduces each density. The ordinary four-electron calculation gives $E_0=132.860$ eV (4.8825 hartree). The numbers below belong to this lattice and are not continuum values: on 160 points $E_0$ rises by 0.07 eV and the striped $T_s^{\rm nad}$ moves from $-19.32$ to $-19.96$ eV, while the other entries of the exact $T_s^{\rm nad}$ column keep the digits shown.

The starting density is $\rho_B=(1-f)\rho_0$ with four choices of $f$:

- localized: $f=\tfrac12-0.4\tanh(x/0.5\,\text{Å})$
- reversed: the same with a plus sign
- shared: $f=\tfrac12$
- striped: $f=\tfrac12-0.4\sin(6\pi x/L)$, with $L$ the box length

Because $\rho_0$ is symmetric and the added terms are odd, each gives A two electrons. The table lists the electrons of A found in the left half after freeze-and-thaw, and the exact $T_s^{\rm nad}$.

| Start | A on left, exact | $T_s^{\rm nad}$ (eV) | A on left, Thomas–Fermi |
|---|---:|---:|---:|
| localized | 1.757 | 1.06 | 1.971 |
| reversed | 0.243 | 1.06 | 0.029 |
| shared | 1.000 | 1.57 | 1.000 |
| striped | 0.953 | −19.32 | 0.029 |

With the exact functional, all four energies agree with $E_0$ to within $10^{-11}$ eV, yet the localized and shared densities of A differ by 1.51 electrons in integrated absolute difference. Each minimization of A began from the same neutral guess, so the frozen density alone decided the result.

The kinetic terms show how the energies can agree. The total is $T_s[\rho_0]=21.84$ eV. In the localized partition the subsystem kinetic energies add up to $21.84-1.06=20.78$ eV; in the striped one they add up to $21.84+19.32=41.16$ eV. The stripes cost a great deal of orbital kinetic energy, and the exact nonadditive term returns all of it.

Thomas–Fermi does not make this compensation. At the same total density $\rho_0$, its energy lies above $E_0$ by 3.68 eV for the localized partition, 10.89 eV for the shared one and 27.98 eV for the striped one. Adding the exact $T_s^{\rm nad}$ gives the Thomas–Fermi nonadditive energies: $3.681+1.064=4.745$ eV, $10.895+1.574=12.469$ eV and $27.978-19.322=8.656$ eV. The striped partition has a smaller overlap penalty than the shared one, but its orbital kinetic energy is no longer refunded.

When the densities relax, the localized, reversed and striped starts all reach 132.733 eV, in one of two mirror-image partitions. These two are the same pair of densities with the labels A and B exchanged. This is 0.127 eV below $E_0$, which is possible because the approximate energy is not bounded by the exact minimum. The shared start reaches a different, symmetric solution with $\rho_A=\rho_B$ at 141.387 eV, which is 8.654 eV higher. In that run, rounding noise that breaks reflection symmetry was removed after each half-step. The solution is stationary for both subsystems, but after a 2% left–right change of $\rho_B$ the iteration runs down to 132.733 eV. It is a saddle: optimal for each subsystem alone, but not for both together. These runs do not exclude further solutions.

The von Weizsäcker case behaves as derived. Its energy is 131.029 eV, or 1.831 eV below $E_0$, and it is the same for a partition with 1.748 electrons of A on the left and for one with 1.000.

**When the starting density is too large somewhere**

If $\rho_B>\rho_0$ in some region, then $\rho_0-\rho_B$ is negative there and the first half-step cannot reach $E_0$. I tried a narrow two-electron packet in the left well whose excess over $\rho_0$ integrates to 0.67 electrons. After A relaxed, the energy was still 17.05 eV above $E_0$. Thawing B removed this difference to the printed precision, so the relaxed A did leave an admissible remainder. The relaxed $\rho_A$ itself vanishes on several lattice points under the packet, so it lies on the boundary $\rho_A\ge0$ and is not the ground density of any finite potential. That is a result for this start, not a general guarantee.

**If you want definite subsystem densities**

You need a further condition. One choice is to give each fragment its own external potential and energy functional $E_I[\rho_I]$, and to minimize $E_A[\rho_A]+E_B[\rho_B]$ subject to $\rho_A+\rho_B=\rho_0$. With a Lagrange multiplier $v_p(\mathbf r)$ for the density constraint, stationarity gives

$$
\frac{\delta E_I}{\delta\rho_I}+v_p=\mu_I,\qquad I=A,B,
$$

so both fragments feel the same embedding potential $v_p$. If both $E_I$ are strictly convex and the electron numbers are fixed, there is at most one minimizer: the average of two different minimizers would satisfy the same constraints and have a lower energy. The selection then comes from a stated criterion, including the choice of fragment potentials.

In your own calculations, the total energy and total density can be judged against a calculation on the whole system. Subsystem populations and dipoles cannot be judged that way without such a criterion. Agreement between several starts shows that they reached the same solution of your approximate functional; it does not show that the exact theory singles out that partition. The full numerical output follows.

## Table of computed values

```
Box length 5.00 angstrom, lattice points 40
Barrier 30.0 eV, width 0.50 angstrom
Soft-Coulomb length 0.50 angstrom
Reference energy E0 = 132.859764 eV = 4.88250626 hartree
Reference kinetic energy Ts = 21.8423 eV
EXACT functional: A electrons on left, Ts_nad (eV), E-E0 (eV)
  localized 1.7573     1.0638    9.7e-13
  reversed  0.2427     1.0638    8.7e-13
  shared    1.0000     1.5744    9.4e-13
  striped   0.9531   -19.3218    9.2e-13
Localized-shared difference of A: 1.5146 electrons
Ts_nad slope: numerical -13.90266, formula -13.90266 eV
Inadmissible start: B exceeds total by 0.6705 electrons
  E-E0 after A relaxed 17.05444 eV
  E-E0 after B thawed  0.00000 eV
TF energy minus E0 at the SAME total density n0 (eV)
  localized     3.6814
  reversed      3.6814
  shared       10.8949
  striped      27.9777
TF freeze-and-thaw: A electrons on left, energy (eV), cycles
  localized 1.9714    132.73284    6
  reversed  0.0286    132.73284    6
  shared    1.0000    141.38651   33
  striped   0.0286    132.73284    9
Symmetric minus localized TF energy 8.65367 eV
Energy after 2 percent nudge 132.73284 eV
vW total energy 131.02905 eV, minus E0 -1.83071 eV
vW freeze-and-thaw: A electrons on left, E-E_vW (eV)
  localized 1.7479    1.7e-13
  shared    1.0000    2.4e-14
```
